# At what thickness does interface anisotropy lose to the demagnetizing field?

**Question**

I have a thin magnetic film with interface anisotropy $K_i = 1.3\ \mathrm{mJ/m^2}$ and saturation magnetization $M_s = 1.0\times10^6\ \mathrm{A/m}$. I am asked for the thickness at which the preferred magnetization changes from perpendicular to in-plane, neglecting bulk anisotropy and magnetically dead layers.

My attempt was this. When the film is magnetized perpendicular to its plane, the demagnetizing field has magnitude $M_s$ and points against the magnetization. The energy of a magnetic moment in a field is $-\mu_0\,\mathbf m\cdot\mathbf H$, so I took the cost per volume to be $\mu_0M_s^2$. Setting $K_i/t=\mu_0M_s^2$ gave me about 1.03 nm.

I am not sure about this energy, because the field comes from the film itself. I also don't see why I may divide $K_i$ by $t$, or whether the magnetization turns gradually as the film gets thicker. Could someone go through it properly?

**Answer**

Your doubt about the energy is justified: it is too large by a factor of 2, so your thickness is too small by the same factor. It is easiest to see everything by writing the energy per unit film area for an arbitrary magnetization angle.

**What is being compared**

Let $\theta$ be the angle between the magnetization and the film normal, which I call $z$. Then $\theta=0$ is perpendicular magnetization and $\theta=90^\circ$ is in-plane. I assume that

- the magnetization is uniform in the plane and rigid through the thickness, so one angle describes the whole film;
- the film is much wider than it is thick, and no field is applied;
- $K_i$ is the total for the film, with all its interfaces included, and a positive value favours the normal.

**Interface energy**

The interface contribution per area is

$$e_i=K_i\sin^2\theta .$$

It is zero along the normal and $K_i$ in the plane. It has no factor $t$, because making the film thicker adds material but no interface. Dividing by $t$, as you did, spreads this fixed energy over the volume. That is legitimate as long as the demagnetizing energy is also taken per volume. I will keep both per area.

**Demagnetizing field**

In a wide film, away from the edges, the fields depend on $z$ alone. Since $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ has no divergence,

$$\frac{d}{dz}(H_z+M_z)=0 ,$$

so $H_z+M_z$ has the same value inside and outside. Outside, $M_z=0$. The field there also vanishes, because the two faces carry opposite magnetic charges whose fields cancel. Hence, inside,

$$H_z=-M_z=-M_s\cos\theta .$$

With no currents, $\mathbf H$ has no curl, so its in-plane component is continuous across the faces. It is zero outside and therefore zero inside. In-plane magnetization thus produces no demagnetizing field in this limit; the charges it leaves at the distant edges are neglected.

**Where the factor 1/2 comes from**

Start with the film magnetized in-plane, where $M_z=0$, and rotate the magnetization slowly towards the normal. During a small rotation, the work per volume done against the field present at that moment is

$$dw=-\mu_0\,\mathbf H\cdot d\mathbf M=-\mu_0H_z\,dM_z=\mu_0M_z\,dM_z .$$

The last step uses $H_z=-M_z$. The opposing field is zero at the start and grows in proportion to $M_z$, so the work has to be integrated:

$$w=\mu_0\int_0^{M_s\cos\theta}M_z\,dM_z=\frac12\mu_0M_s^2\cos^2\theta .$$

Your expression used the final field for the whole rotation. That would be right for a fixed external field, but not for a field produced by the magnetization being rotated. In terms of individual moments, it counts the interaction of each pair twice.

The energy stored in the field gives the same result. Its density is $\mu_0H^2/2=\mu_0M_s^2\cos^2\theta/2$ inside the film and zero outside. Multiplying by the thickness gives the cost per area:

$$e_d=\frac12\mu_0M_s^2\,t\cos^2\theta .$$

**The crossover**

Add the two contributions and replace $\cos^2\theta$ by $1-\sin^2\theta$:

$$\begin{aligned}
e(\theta)&=K_i\sin^2\theta+\frac12\mu_0M_s^2t\,(1-\sin^2\theta)\\
&=\frac12\mu_0M_s^2t+\left[K_i-\frac12\mu_0M_s^2t\right]\sin^2\theta .
\end{aligned}$$

The first term does not depend on the angle. The bracket is the in-plane energy minus the perpendicular energy, per area. It is often written $K_{\rm eff}t$, where $K_{\rm eff}$ is an effective anisotropy per volume.

Because $e$ is linear in $\sin^2\theta$, its minimum lies at an end of the range $0\le\sin^2\theta\le1$ unless the bracket vanishes:

- if the bracket is positive, $\sin^2\theta=0$ is lowest and the film is perpendicular;
- if it is negative, $\sin^2\theta=1$ is lowest and the film is in-plane.

So in this model the preferred direction does not turn gradually with thickness. It switches where the bracket is zero:

$$K_i=\frac12\mu_0M_s^2t_c
\qquad\Longrightarrow\qquad
t_c=\frac{2K_i}{\mu_0M_s^2}.$$

**Numbers**

With $\mu_0=1.2566\times10^{-6}\ \mathrm{T\,m/A}$,

$$\mu_0M_s^2=(1.2566\times10^{-6})(1.0\times10^6)^2\ \mathrm{J/m^3}
=1.2566\times10^6\ \mathrm{J/m^3}.$$

The unit follows from $1\ \mathrm T=1\ \mathrm{J/(A\,m^2)}$. Therefore

$$t_c=\frac{2(1.3\times10^{-3}\ \mathrm{J/m^2})}{1.2566\times10^6\ \mathrm{J/m^3}}
=2.07\times10^{-9}\ \mathrm m=2.07\ \mathrm{nm}.$$

To the two digits of $K_i$, the answer is 2.1 nm.

It helps to look at one film on each side. The demagnetizing cost per volume in the perpendicular state is $\mu_0M_s^2/2=6.283\times10^5\ \mathrm{J/m^3}$. For $t=1.5$ nm, the cost per area is

$$(6.283\times10^5\ \mathrm{J/m^3})(1.5\times10^{-9}\ \mathrm m)
=0.942\ \mathrm{mJ/m^2}.$$

The bracket is then $1.30-0.942=+0.358\ \mathrm{mJ/m^2}$, and the perpendicular state wins. For $t=2.5$ nm, the cost has grown to $1.571\ \mathrm{mJ/m^2}$. The bracket is $1.30-1.571=-0.271\ \mathrm{mJ/m^2}$, and the in-plane state wins. The interface energy is the same in both films; what changed is the amount of magnetic material that has to be held against its own field.

**How sensitive is the result?**

The thickness is proportional to $K_i$ but to $1/M_s^2$. If $M_s$ is 10 percent larger, then

$$t_c=\frac{2.069\ \mathrm{nm}}{1.1^2}=1.71\ \mathrm{nm},$$

a reduction of about 17 percent. A 10 percent increase in $K_i$ would raise $t_c$ by 10 percent.

Check also what a quoted $K_i$ refers to. If $1.3\ \mathrm{mJ/m^2}$ belonged to each of two identical interfaces, the total would be twice as large, and so would $t_c$.

**Does the finite width matter?**

For a uniformly magnetized circular disk, the magnetostatic energy can be written with two demagnetizing factors, $N_z$ along the axis and $N_x$ in the plane. The energy per area becomes

$$e=K_i\sin^2\theta+\frac12\mu_0M_s^2t\left(N_z\cos^2\theta+N_x\sin^2\theta\right).$$

At $\theta=0$ this is $\mu_0M_s^2tN_z/2$; at $\theta=90^\circ$ it is $K_i+\mu_0M_s^2tN_x/2$. Equating the two gives

$$t=\frac{2K_i}{\mu_0M_s^2\,(N_z-N_x)} .$$

The wide-film result corresponds to $N_z=1$ and $N_x=0$. In a finite disk the charges on the rim make the in-plane state cost something, so $N_x>0$. Since $N_z+2N_x=1$, the difference is $N_z-N_x=1-3N_x$, which is less than 1. The crossover from perpendicular to in-plane therefore moves to a larger thickness. With your $K_i$ and $M_s$, the shift is about 30 percent for a radius of 20 nm, 6 percent for 100 nm and 1.4 percent for 500 nm. These figures compare uniform states only. At fixed radius, the shape cost $\frac12\mu_0M_s^2t\,(N_z-N_x)$ first grows with $t$ and then falls, because $N_z-N_x$ shrinks as the disk becomes a pillar. For a radius below about 8.7 nm it never reaches your $K_i$, so there is no crossover at all. For a wider disk it drops below $K_i$ again at a much larger thickness, about 30 nm for a radius of 20 nm, and the uniform model then prefers the axis once more. Beyond $t\approx1.8$ times the radius, $N_z<N_x$ and the shape alone favours the axis. That second change is not the one meant here, and at such thicknesses a single angle for the whole body is no longer a safe assumption. The factors themselves depend on $t$, so the equation has to be solved numerically.

I did this by integrating the interaction energy of the magnetic charges on the disk, without assuming the wide-film energy. For a radius of 10 µm, the crossover lies 0.10 percent above the wide-film value; for 100 µm, the difference is 0.012 percent. This tests the wide-film limit. The factor 1/2 enters here because the interaction of each pair of charges is counted only once. The values for these two radii are in the numerical output below.

**When the formula needs changing**

*Bulk anisotropy.* Suppose the material also has an anisotropy energy $K_b\sin^2\theta$ per volume. It adds $K_bt$ to the bracket, and the condition becomes

$$K_i+K_bt-\frac12\mu_0M_s^2t=0
\quad\Longrightarrow\quad
t=\frac{K_i}{\frac12\mu_0M_s^2-K_b},$$

for $K_i>0$ and $K_b<\mu_0M_s^2/2$. A positive $K_b$ helps the perpendicular state and raises the crossover thickness. Your problem sets $K_b=0$.

*Dead layers.* The $t$ in the formula is the thickness that actually carries magnetization. If a layer of thickness $t_d$ is magnetically dead, the total thickness at the crossover is $t_c+t_d$, with $K_i$ and the $M_s$ of the live part unchanged.

*Films very close to $t_c$.* At $t=t_c$ the bracket vanishes and all angles have the same energy in this model, so small neglected terms decide what happens. For example, let the bracket be $a$ and add a higher-order term $b\sin^4\theta$ with $b>0$. Setting the derivative with respect to $\sin^2\theta$ to zero gives

$$a+2b\sin^2\theta=0
\quad\Longrightarrow\quad
\sin^2\theta=-\frac{a}{2b}.$$

For $-2b<a<0$ this lies between 0 and 1, and it is a minimum because $b>0$. The magnetization then does turn gradually, over a range of thickness near the crossover. A wide film may also divide into domains, which reduces the demagnetizing energy but costs energy in the domain walls. The calculation above compares uniform states and does not tell you whether that happens.

*Finite exchange.* A single angle requires exchange to hold the magnetization rigid through the thickness. Real exchange is finite, so the magnetization near an interface can point somewhat differently from the rest. Near $t_c$, where the two uniform states almost tie, even a small difference matters: it can turn the abrupt switch into a gradual one over a narrow range of thickness. For example, take a wide film without domains, an exchange stiffness of 15 pJ/m and all of $K_i$ at one face. With your values, the magnetization then turns from perpendicular to in-plane between about 1.96 and 2.21 nm. The single-angle model gives a thickness inside this range, but not the width of the range.

## Table of computed values

```
interface anisotropy K_i = 1.30 mJ/m2
magnetization M_s = 1.00e+06 A/m
vacuum permeability mu0 = 1.256637e-06 T m/A
mu0 M_s^2 = 1.2566e+06 J/m3
demagnetizing energy density mu0 M_s^2/2 = 6.2832e+05 J/m3
crossover thickness t_c = 2.0690e-09 m
crossover thickness t_c = 2.069 nm
film thickness t = 1.5 nm
  demagnetizing cost per area = 0.942 mJ/m2
  net K_eff t = +0.358 mJ/m2
  lowest-energy angle from normal = 0 degrees
film thickness t = 2.5 nm
  demagnetizing cost per area = 1.571 mJ/m2
  net K_eff t = -0.271 mJ/m2
  lowest-energy angle from normal = 90 degrees
t_c with M_s larger by 10 percent = 1.710 nm
wrong value without the factor 1/2 = 1.035 nm
disk radius 10 um: crossover = 2.0711 nm
  relative difference from t_c = 0.100 percent
disk radius 100 um: crossover = 2.0693 nm
  relative difference from t_c = 0.012 percent
```
